How a Rigid Scissors Shift Rescales Interband Velocity Matrix Elements

A semiconductor calculation that gives too small a gap can be corrected by raising all empty bands by a constant energy Δ. If the optical spectrum is then computed with the shifted energies but the old velocity matrix elements, the absorption edge moves to the right place and its strength comes out wrong. In the model crystal worked out below, a 1 eV shift leaves the line at the edge with 42% of its proper strength, and the static response summed from the lines falls to less than half of its proper value. A refractive index or absorption calculated in this way for a waveguide or detector material would inherit an error of this kind, with a size that depends on the shift and on the transition energies. Its cause is that the shift is an operator which does not commute with position, so it changes the velocity as well as the energies.

Let H0 be a one-electron Hamiltonian of a crystal, in atomic units, with Bloch states exp(ikr)u_nk and energies E_n(k). Here r and k stand for one Cartesian component of position and wave vector. The potential may be nonlocal. The lowest N bands, labelled v, are filled for each spin; the others, labelled c, are empty, and a gap separates the two groups at every k. With P the projector on the filled states and Q = 1 − P that on the empty ones, the shifted Hamiltonian is

H_S = H0 + ΔQ.

Since Q is built from eigenstates of H0, it commutes with H0. The two Hamiltonians share their eigenstates; filled energies stay where they were, and empty energies become E_c + Δ. I write E_cv = E_c − E_v for the unshifted transition energy and require E_cv + Δ > 0, which matters when Δ is negative.

The velocity is the rate of change of position, and the Heisenberg equation gives v = i[H, r]. For Bloch states it is convenient to remove the plane-wave factor by defining H_k = exp(−ikr) H exp(ikr), which acts on the cell-periodic functions u_nk. Differentiating with respect to k, and writing ∂ for ∂/∂k,

∂H_k = exp(−ikr)(−irH + iHr)exp(ikr)
     = exp(−ikr) i[H, r] exp(ikr).

Thus ∂H_k is the velocity in the cell-periodic representation. Applied to both Hamiltonians, this gives

v_S = v0 + iΔ[Q, r], or v_S = v0 + Δ ∂Q_k,

where v0 = i[H0, r]. If H0 has a local potential, v0 is the momentum p. If it contains a nonlocal part V_NL, then v0 = p + i[V_NL, r], and this whole operator is the starting point for what follows.

The structure of the correction follows from Q² = Q. Its derivative is

∂Q = (∂Q)Q + Q(∂Q).

Multiplication by Q from both sides gives Q(∂Q)Q = 2Q(∂Q)Q, so this block vanishes. Multiplication by P from both sides gives P(∂Q)P = 0, because QP = PQ = 0. The correction therefore connects filled states with empty states and does nothing within either group. In particular the diagonal elements of v_S and v0 agree, as they must: a constant added to a band does not change its slope.

The remaining elements can be expressed through the length matrix elements. To see what these are in a crystal, differentiate a Bloch function and rearrange:

r exp(ikr)u_vk = −i∂[exp(ikr)u_vk] + exp(ikr) i∂u_vk.

The first term shifts k within the same band. The second contains the coupling to other bands, so the interband length element is

r_cv = i⟨u_c|∂u_v⟩.

A change of the phases of u_c and u_v multiplies r_cv by a phase, because the derivative of the phase multiplies ⟨u_c|u_v⟩ = 0. Since H_S and H0 have the same eigenstates, r_cv is the same for both. Nothing has to be adjusted to preserve it. What has to be found is the velocity element that belongs to this unchanged length and the new energies.

With P_k = Σ_v |u_v⟩⟨u_v|, orthogonality leaves one term in the element of its derivative:

⟨u_c|∂P|u_v⟩ = ⟨u_c|∂u_v⟩ = −i r_cv.

The first expression also serves where filled bands touch each other, because P_k depends smoothly on k as long as the gap between the groups stays open. Now differentiate [H0_k, P_k] = 0:

[∂H0, P] + [H0, ∂P] = 0.

Between ⟨u_c| and |u_v⟩ the first commutator gives ⟨c|v0|v⟩, since P acts as 1 on the right and as 0 on the left. The second gives E_cv⟨c|∂P|v⟩. Hence

⟨c|v0|v⟩ = −E_cv(−i r_cv) = iE_cv r_cv.

Because Q = 1 − P, the correction has the element ⟨c|∂Q|v⟩ = +i r_cv. Adding the two parts,

⟨c|v_S|v⟩ = iE_cv r_cv + iΔ r_cv = i(E_cv + Δ) r_cv.

Eliminating r_cv with the previous relation gives the rescaling:

⟨c|v_S|v⟩ = [(E_cv + Δ)/E_cv] ⟨c|v0|v⟩.

The factor is real and v_S is Hermitian, so the reversed element ⟨v|v_S|c⟩ is multiplied by the same factor. Elements between two filled or two empty states keep their old values. A single factor applied to the whole velocity matrix would be wrong, both because of these blocks and because E_cv differs from one pair to the next.

For a finite system the result can be read off without k. There ⟨c|[Q, r]|v⟩ = ⟨c|r|v⟩, since Q acts as 1 on c and as 0 on v, and i[H0, r] has the element iE_cv⟨c|r|v⟩. The sum is again i(E_cv + Δ)⟨c|r|v⟩.

The limits show where the rescaling matters. The factor equals 1 + Δ/E_cv. It is close to one when |Δ| is much smaller than E_cv, so transitions far above the edge are little affected. For positive Δ and a small gap it is large. If the gap closes at some k while ⟨c|v0|v⟩ stays nonzero, r_cv diverges there, the projector is no longer smooth, and the construction fails. A metal, whose filled set changes abruptly at the Fermi surface, lies outside it for the same reason. If the shift is allowed to depend smoothly on k, then ∂(ΔQ) = Δ∂Q + Q∂Δ. The interband factor keeps its form with the local Δ(k), but each empty band gains the extra slope ∂Δ.

The effect on light absorption follows from the coupling to a uniform electric field F(t). For an electron of charge −1 the length-gauge Hamiltonian is H_S + F r. Choose A(t) with F = −dA/dt and set ψ′ = exp(−iAr)ψ. The time derivative of the phase factor contributes (dA/dt) r to the Hamiltonian of ψ′, which cancels F r, and what remains is

exp(−iAr) H_S exp(iAr) = H_S + A v_S + ½A² ∂²H_S + …

The operators in this series are the successive k derivatives of H_S; ∂²H_S is here short for the operator i[v_S, r]. The transformation acts on all of H_S, including the projector. Using v0 in the linear term amounts to transforming H0 and leaving ΔQ untransformed, and the two gauges then no longer describe the same system.

For F(t) = F cos ωt the amplitude of A is F/ω. To leading order in the field, the golden rule gives the transition rate of one pair of states as

(π/2)(F/ω)² |⟨c|v_S|v⟩|² δ(ω − E_cv − Δ).

The delta function sets ω = E_cv + Δ, and |⟨c|v_S|v⟩|²/(E_cv + Δ)² = |r_cv|². The rate is therefore (π/2)F²|r_cv|² δ(ω − E_cv − Δ), as in the length gauge. Summed over pairs, the length-gauge strength

L(ω) = Σ |r_cv|² δ(ω − E_cv)

turns into L(ω − Δ): it moves rigidly without change of height. With v0 in place of v_S, each line would be multiplied by [E_cv/(E_cv + Δ)]². The absorbed power does not move rigidly, because it is the rate times the photon energy ω, which the shift changes.

A static field mixes empty states into each filled one with amplitude −F r_cv/(E_cv + Δ), to first order. The energy changes by −F²Σ|r_cv|²/(E_cv + Δ), and minus its second derivative with respect to F is the polarizability

α = 2Σ |r_cv|²/(E_cv + Δ) = 2Σ |⟨c|v_S|v⟩|²/(E_cv + Δ)³.

For a crystal the sum includes an average over k and gives the response per cell and spin. Here Q is the projector of the system without field and is held fixed when the field is applied. The preserved length elements do not mean a preserved response: for positive Δ the larger denominators reduce α. This reduction belongs to the model with Q held fixed. If Q were rebuilt from the eigenstates of H0 + F r, the filled energies, and with them α, would be those of the unshifted system.

The term ½A²∂²H_S also contains the projector, so the second derivative of the Hamiltonian changes too. Differentiating Q² = Q twice,

∂²Q = (∂²Q)Q + 2(∂Q)² + Q(∂²Q).

In a filled state the first and last terms vanish, and ∂Q|u_v⟩ has components on empty states alone, so

⟨v|∂²Q|v⟩ = 2Σ_c |r_cv|².

In an empty state the first and last terms each give ⟨c|∂²Q|c⟩. Solving for it,

⟨c|∂²Q|c⟩ = −2Σ_v |r_cv|².

These terms are needed to keep the band curvatures, and with them the effective masses, unchanged. For a nondegenerate band, second-order perturbation theory in a small change of k gives

E_n″ = ⟨n|∂²H|n⟩ + 2Σ_{m≠n} |⟨m|v|n⟩|²/(E_n − E_m).

Take a filled band under H_S. The empty states contribute −2Σ_c (E_cv + Δ)|r_cv|² to the sum, which is lower than before by 2ΔΣ_c|r_cv|². The first term is higher by the same amount, so the two changes cancel. For an empty band both signs are reversed and the cancellation is the same. Rescaled velocities used in this formula with the old ∂²H0 would give wrong masses.

The same algebra settles the oscillator sum, defined per cell and spin as

S_S = 2Σ |⟨c|v_S|v⟩|²/(E_cv + Δ) = 2Σ (E_cv + Δ)|r_cv|²,

with the average over k understood. It equals the unshifted sum S_0 plus 2ΔΣ|r_cv|². The added term has the sign of Δ, while S_S itself stays positive because E_cv + Δ > 0. To see what it must equal, add the curvature formula over all filled bands. Terms joining two filled bands cancel in pairs, because their denominators have opposite signs. The summed filled energy is a smooth periodic function of k, so its curvature averages to zero over the Brillouin zone. This leaves

S_S = average over k of Σ_v ⟨v|∂²H_S|v⟩.

For a local H0, ∂²H0 = 1 and S_0 = N, the number of filled bands. The scissors Hamiltonian is nonlocal, and for positive Δ its sum is larger. The rescaled spectrum thus obeys the sum rule of H_S and does not count electrons. That is a limitation of the rigid shift as a model, and reducing the matrix elements to restore the count would break the agreement between the gauges.

For a numerical case, take a one-dimensional crystal with lattice constant a = 5 Å and g = 2π/a. Its local potential is

V(x) = 2V1 cos(gx) + 2V2 cos(2gx + φ),

with V1 = 0.5 eV, V2 = 1 eV and φ = 120°. A nonlocal term with plane-wave elements D β(k+G)β(k+G′) is added, where G and G′ are reciprocal lattice vectors, β(q) = exp(−q²s²/2), D = 1 eV and s = 0.5 Å. Two bands are filled for each spin, and Δ = 1 eV. These are round model values and represent no particular material. Velocities are quoted as ħv in eV Å.

The smallest direct gap on the k grid, 1.8355 eV, lies at k = 0. For the transition across it the factor is

(1.8355 + 1)/1.8355 = 2.8355/1.8355 = 1.545.

The unshifted element has magnitude 8.698 eV Å, so the rule predicts 8.698 × 1.545 = 13.44 eV Å. Numerical differentiation of the complete matrix of H_S, which makes no use of the rule, gives 13.437 eV Å. In atomic units the element rises from 0.604 to 0.933. The length follows from either pair of values:

8.698/1.8355 = 4.739 Å,
13.437/2.8355 = 4.739 Å.

Derivatives of the band projectors give the same 4.739 Å, or 8.955 bohr. The mixed choice, old velocity over new energy, gives 8.698/2.8355 = 3.068 Å, and the line strength is then (3.068/4.739)² = 0.419 of its proper value.

The nonlocal term makes the distinction between v0 and p visible. The momentum element is 9.178 eV Å, and dividing it by the unshifted gap gives 5.00 Å, about 5.5% above the true length. The scissors factor cannot repair this, since it multiplies whatever element it is given.

The curvatures at k = 0 are −73.1 eV Å² for the highest filled band and 90.4 eV Å² for the lowest empty band. With ħ²/m = 2 × 3.810 = 7.620 eV Å², they correspond to masses of −0.104 and 0.084 electron masses. If the ∂²Q term is left out, the curvatures become −118.0 and 135.5 eV Å², too large in magnitude by 61% and 50% of the correct values. The missing piece can be traced to the pair of states at the gap: 2Δ|r_cv|² = 2 × 1 × 4.739² = 44.9 eV Å², which accounts for nearly all of the difference in both bands.

Averaged over the zone, the static response per cell and spin is 2.768 Å²/eV without the shift and 1.876 Å²/eV with it. The length elements and the velocities from the scissors matrix give the same shifted value. Unrescaled velocities put into the formula for α give 0.872 Å²/eV, which is 54% too low relative to 1.876. This number is the sum over lines of the wrong strength. The Hamiltonian with H0 transformed and ΔQ left alone has no finite static limit at all, because a constant A changes its filled energy by ½A²[S_0 − 2Σ|⟨c|v0|v⟩|²/(E_cv + Δ)], which does not vanish. The surviving fraction, 0.872/1.876 = 0.465, is somewhat above the 0.419 found at the edge. This is as it should be, because [E_cv/(E_cv + Δ)]² increases with E_cv and every other pair on the grid has a transition energy at least as large.

The oscillator sum, divided by ħ²/m, rises from 1.931 to 2.725 electrons. The increase of 0.794 agrees with 2ΔΣ|r_cv|², and the total agrees with the filled-state average of ∂²H_S. The unshifted value differs from 2 because H0 is itself nonlocal.

A second model tests the meaning of v_S with an ordinary position operator: a box 10 Å long with hard walls, a potential rising by 0.2 eV/Å, and two filled levels, represented on a grid of 99 points. An arbitrarily chosen superposition of its four lowest states was propagated under H_S; the rates that follow depend on this choice. At the start of the motion the mean position changes at the rate ħd⟨x⟩/dt = −2.465 eV Å. The mean of the rescaled velocity in the initial state is −2.465 eV Å, while that of v0 is −1.752 eV Å, so for this state v0 misses 29% of the actual rate; for other superpositions the error differs in size and can have either sign. The polarizability found from the energies in a small applied field is 2.600 Å²/eV on this grid; refining the grid lowers it to 2.598. The rescaled velocity sum reproduces it, and the sum with v0 gives 1.114 Å²/eV. The remaining comparisons are in the numerical output.

All of this concerns independent electrons in a uniform field. Electron–hole attraction and the local fields inside the cell also affect the absorption and are not contained in H_S. Nor does the rescaling improve the eigenstates: whatever error those of H0 cause in the length elements is preserved too.

Numbers as computed

```
hbar^2/2m: 3.80998 eV A^2
lattice constant: 5.0 A; filled bands per spin: 2
local potential V1, V2: 0.5, 1.0 eV
phase of V2: 120 degrees
nonlocal strength: 1.0 eV; range: 0.5 A
scissors shift: 1.0 eV
plane waves: 21; k points: 60
smallest direct gap on grid: 1.8355 eV
k of smallest direct gap: 0.0000 1/A
At k = 0, highest filled to lowest empty band:
  gap before shift: 1.8355 eV
  gap after shift: 2.8355 eV
  rescaling factor: 1.5448
  |hbar v0|: 8.6981 eV A
  |hbar v_S| from scissors matrix: 13.4370 eV A
  |v0|, |v_S|: 0.6040, 0.9331 a.u.
  |r_cv| from projectors: 4.7389 A = 8.9553 bohr
  |v_S|/(shifted gap): 4.7389 A
  |v0|/(shifted gap), no rescaling: 3.0676 A
  line strength kept without rescaling: 0.4190
  |hbar p/m|: 9.1784 eV A
  length wrongly inferred from p: 5.0006 A
  curvature filled, empty: -73.056, 90.434 eV A^2
  same without projector term: -117.975, 135.489 eV A^2
  effective masses filled, empty: -0.1043, 0.0843 electron masses
Zone averages per cell and spin:
  static response, no shift: 2.7675 A^2/eV
  static response, shift, length form: 1.8761 A^2/eV
  same from scissors velocity: 1.8761 A^2/eV
  same with unrescaled v0: 0.8718 A^2/eV
  oscillator sum, no shift: 1.9308 electrons
  oscillator sum, shift: 2.7250 electrons
  growth 2*shift*sum|r|^2: 0.7942 electrons
  filled average of d2H_S/dk2: 2.7250 electrons
Tilted box: length 10.0 A, tilt 0.2 eV/A, 99 points
  gap before shift: 1.8695 eV
  hbar d<x>/dt by propagation: -2.46456 eV A
  mean rescaled hbar v: -2.46456 eV A
  mean unrescaled hbar v0: -1.75194 eV A
  polarizability, finite field: 2.59991 A^2/eV
  polarizability, rescaled velocity: 2.59991 A^2/eV
  polarizability, unrescaled v0: 1.11383 A^2/eV
largest velocity-matrix deviation: 5.7e-08 eV A
largest length-element deviation: 3.7e-08 A
largest forbidden block of shift*dQ/dk: 2.8e-09 eV A
```
